\section*{Power-Law Heating of a Half-Space and Finite Foster Networks}

\section{The physical question}

A small hot spot in a silicon die is switched on at constant power. Its temperature rises quickly and then creeps towards a steady value. A circuit simulator can represent such a curve by a Foster network: parallel resistor--capacitor pairs connected in series, each contributing one exponential. If the heat spreads into a very deep substrate, can a finite number of exponentials describe the approach to the steady temperature?

Take a half-space with constant conductivity $k$, volumetric heat capacity $c$ and diffusivity $\alpha=k/c$. Its top face is insulated. A hemispherical surface of radius $a$, centred on that face, sends a constant uniform flux $q$ outward from $t=0$. The hemisphere itself stores no heat, and the initial temperature rise $\theta$ is zero. Define
\begin{equation}
P=2\pi a^2q,\qquad R=\frac{1}{2\pi ka},\qquad
\tau=\frac{a^2}{\alpha},\qquad x=\frac{t}{\tau}.
\end{equation}
Here $P$ is the power, and $PR=qa/k$. Write the surface rise as $PR[1-D(x)]$, so that $D$ is the fraction of the steady rise still missing.

A finite Foster network has the step response
\begin{equation}
Z_N=R\sum_{i=1}^{N}r_i\left(1-e^{-\lambda_i x}\right),\qquad \lambda_i>0.
\end{equation}
Stage $i$ has resistance $Rr_i$ and time constant $\tau/\lambda_i$. Measured from the true steady value $R$, its missing fraction is
\begin{equation}
D_N(x)=1-\frac{Z_N}{R}=1-\sum_i r_i+\sum_i r_i e^{-\lambda_i x}.
\label{eq:foster}
\end{equation}

\section{Theorem}

Under these assumptions:

(i) $D(x)=e^x\operatorname{erfc}\sqrt{x}$, and for every $x>0$
\begin{equation}
\frac{1}{\sqrt{\pi x}}\left(1-\frac{1}{2x}\right)<D(x)<\frac{1}{\sqrt{\pi x}}.
\label{eq:bounds}
\end{equation}

(ii) For any finite Foster network, $D_N/D\to0$ as $x\to\infty$ if $\sum r_i=1$. If $\sum r_i\ne1$, then $|D_N/D|\to\infty$.

(iii) Let all $r_i>0$ and $\sum r_i=1$, and let $\lambda_{\min}$ be the slowest rate. If $|D_N/D-1|\le\varepsilon<1$ at both $X/4$ and $X$, then
\begin{equation}
\frac{1}{\lambda_{\min}X}>\frac{3/4}{\ln[2(1+\varepsilon)/(1-\varepsilon)]}.
\label{eq:slow}
\end{equation}

Part (ii) concerns relative error at unlimited time. It does not prevent a good fit on a finite window.

\section{Lemma 1: the surface temperature}

The field depends on the radius $r$ alone. A radial field has no normal gradient on the flat face, so the insulation condition holds there. With $u=r\theta$, the radial Laplacian is $\nabla^2\theta=u_{rr}/r$, and the heat equation becomes $u_t=\alpha u_{rr}$. Since $\theta_r=u_r/r-u/r^2$, the condition $-k\theta_r=q$ at $r=a$ gives
\begin{equation}
u_r-\frac{u}{a}=-\frac{qa}{k}\qquad(r=a).
\end{equation}
Take the Laplace transform in $t$, with variable $s$, and set $p=\sqrt{s/\alpha}$. The solution that decays at large $r$ is $\tilde u=Ae^{-p(r-a)}$. The boundary condition then reads
\begin{equation}
-A\left(p+\frac1a\right)=-\frac{qa}{ks},
\qquad A=\frac{qa^2}{ks(1+ap)}.
\end{equation}
Because $\tilde\theta(a)=A/a$ and $ap=\sqrt{s\tau}$,
\begin{equation}
\tilde\theta(a,s)=\frac{PR}{s(1+\sqrt{s\tau})}.
\end{equation}
Now transform in $x$ instead of $t$, with variable $\sigma=s\tau$. Subtracting the response from its steady value gives
\begin{equation}
\tilde D(\sigma)=\frac1\sigma-\frac1{\sigma(1+\sqrt\sigma)}
=\frac{1}{\sqrt\sigma(1+\sqrt\sigma)}.
\label{eq:transform}
\end{equation}

\section{Lemma 2: a continuous spectrum of rates}

The inverse transform is
\begin{equation}
D(x)=\frac1\pi\int_0^\infty
\frac{e^{-\lambda x}}{\sqrt\lambda(1+\lambda)}\,d\lambda.
\label{eq:spectrum}
\end{equation}
To prove it, transform the right-hand side and put $\lambda=v^2$. For $\sigma\ne1$, partial fractions give
\begin{align}
\frac2\pi\int_0^\infty\frac{dv}{(1+v^2)(\sigma+v^2)}
&=\frac{2}{\pi(\sigma-1)}\int_0^\infty
\left(\frac1{1+v^2}-\frac1{\sigma+v^2}\right)dv\nonumber\\
&=\frac{1}{\sigma-1}\left(1-\frac1{\sqrt\sigma}\right)
=\frac1{\sqrt\sigma(1+\sqrt\sigma)}.
\end{align}
This is (\ref{eq:transform}); continuity covers $\sigma=1$. Uniqueness of the Laplace transform proves (\ref{eq:spectrum}).

The closed form follows from the same integral. Differentiation brings down $-\lambda$, so the factor $1+\lambda$ cancels in
\begin{equation}
D-D'=\frac1\pi\int_0^\infty\lambda^{-1/2}e^{-\lambda x}d\lambda
=\frac1{\sqrt{\pi x}}.
\end{equation}
Hence $(e^{-x}D)'=-e^{-x}/\sqrt{\pi x}$. Also $D(0)=1$, because $\int_0^\infty d\lambda/[\sqrt\lambda(1+\lambda)]=\pi$. Integrating from zero, with $y=v^2$,
\begin{equation}
e^{-x}D=1-\int_0^x\frac{e^{-y}}{\sqrt{\pi y}}dy
=1-\frac2{\sqrt\pi}\int_0^{\sqrt x}e^{-v^2}dv
=\operatorname{erfc}\sqrt x.
\end{equation}

For the bounds, use $1-\lambda<1/(1+\lambda)<1$ for $\lambda>0$ in (\ref{eq:spectrum}). The upper integral is $1/\sqrt{\pi x}$. The amount subtracted in the lower one is
\begin{equation}
\frac1\pi\int_0^\infty\lambda^{1/2}e^{-\lambda x}d\lambda
=\frac{1}{\pi}\frac{\sqrt\pi}{2x^{3/2}}
=\frac1{\sqrt{\pi x}}\frac1{2x}.
\end{equation}
This proves part (i). The slow tail comes from rates that extend continuously down to zero. A finite network has a smallest positive rate.

\section{Proof of parts (ii) and (iii)}

Let $C=1-\sum r_i$. The exponential part of (\ref{eq:foster}) is bounded in magnitude by $e^{-\lambda_{\min}x}\sum|r_i|$. For $x\ge1$, (\ref{eq:bounds}) gives $D>1/(2\sqrt{\pi x})$. Therefore
\begin{equation}
\frac{|\sum r_i e^{-\lambda_i x}|}{D}
<2\sqrt{\pi x}\,e^{-\lambda_{\min}x}\sum_i|r_i|\longrightarrow0.
\end{equation}
If $C=0$, this is the first case of part (ii). If $C\ne0$, the upper bound on $D$ gives $|C|/D>|C|\sqrt{\pi x}\to\infty$, which is the second.

For part (iii), every stage decays between $X/4$ and $X$ by at least the factor belonging to the slowest stage:
\begin{equation}
D_N(X)\le e^{-3\lambda_{\min}X/4}D_N(X/4).
\end{equation}
The assumed accuracy replaces $D_N(X)$ by at least $(1-\varepsilon)D(X)$ and $D_N(X/4)$ by at most $(1+\varepsilon)D(X/4)$. Thus
\begin{equation}
e^{3\lambda_{\min}X/4}\le
\frac{1+\varepsilon}{1-\varepsilon}\frac{D(X/4)}{D(X)}.
\label{eq:window}
\end{equation}
Substituting $\lambda=\mu/x$ in (\ref{eq:spectrum}) gives
\begin{equation}
\sqrt x\,D(x)=\frac1\pi\int_0^\infty
\frac{e^{-\mu}}{\sqrt\mu(1+\mu/x)}d\mu,
\end{equation}
which increases with $x$. Hence $\sqrt{X/4}\,D(X/4)<\sqrt X\,D(X)$, or $D(X/4)<2D(X)$. Taking the logarithm of (\ref{eq:window}) yields (\ref{eq:slow}). For $\varepsilon=0.01$, the slowest time constant must exceed $1.05$ times the end time of the window.

\section{Remark: what a finite network can do}

The weight in (\ref{eq:spectrum}) is positive and integrates to one. Divide it into $N$ cells of equal weight $1/N$, and replace each cell by one exponential with a positive rate inside it. At fixed $x$, $e^{-\lambda x}$ falls monotonically from one to zero as $\lambda$ increases. The error from a cell is at most $1/N$ times the fall across that cell, and all the falls add to one. Therefore
\begin{equation}
|D_N(x)-D(x)|\le\frac1N\qquad\text{for every }x\ge0.
\end{equation}
The absolute temperature error can thus be made as small as desired at all times. On a finite window ending at $X$, the relative tail error is at most $1/[ND(X)]$. The theorem remains true because $D$ itself tends to zero.

Fitting needs far fewer stages than this crude bound would require to guarantee the same relative accuracy. Relative tail error was minimized by non-negative least squares on windows $1\le x\le X$. The trial rates were logarithmically spaced from $0.1/X$ to $3$, at least two per decade, and a stage of rate $30$ completed the total resistance. For $X=10^2,10^4,10^6$, the fits used 8, 12 and 16 stages. Their worst relative tail error inside the window was about $0.06\%$. This rate grid makes the stage count grow with the logarithm of the window; the numerical finding is that the accuracy does not deteriorate. At $10X$ the fitted tails were about $14\%$ too small, and at $100X$ they had lost $99.97\%$ of the true missing rise. These figures outside the window depend on the slowest trial rate, here $0.1/X$. A slower one can fit the window equally well and make the tail at $10X$ too large instead.

\section{Physical meaning and source shape}

Putting the dimensions back into the leading tail gives
\begin{equation}
\Delta\theta(t)\simeq PR\sqrt{\frac{\tau}{\pi t}}
=\frac{P}{2\pi k\sqrt{\pi\alpha t}}.
\label{eq:tail}
\end{equation}
The source radius has cancelled. The steady profile is $P/(2\pi kr)$, so (\ref{eq:tail}) is its value at $r=\sqrt{\pi\alpha t}$. The missing rise measures the distant part of the steady profile that has not yet been established.

A flat source gives a second case. For a point source on the insulated face, $\theta=(P/2\pi kr)\operatorname{erfc}[r/(2\sqrt{\alpha t})]$: the product $r\theta$ obeys the one-dimensional diffusion equation, and the power entering at $r\to0$ is $P$. Spread the power uniformly over a disc of radius $b$, with flux $q_d=P/(\pi b^2)$. Integration over rings gives the centre rise $(q_d/k)\int_0^b\operatorname{erfc}[r/(2\sqrt{\alpha t})]dr$. Its steady value is $P/(\pi kb)$, twice that of the hemisphere when $b=a$. Since $\operatorname{erf}z\simeq2z/\sqrt\pi$ for small $z$, its missing part at late time is
\begin{equation}
\frac{q_d}{k}\int_0^b\frac{r\,dr}{\sqrt{\pi\alpha t}}
=\frac{q_db^2}{2k\sqrt{\pi\alpha t}}
=\frac{P}{2\pi k\sqrt{\pi\alpha t}}.
\end{equation}
The steady resistance depends on the source shape, but these two sources share the same leading tail in kelvin.

\section{A silicon hot spot}

Let $a=10\,\mu\mathrm m$, $P=50$ mW, and use rough values for silicon near 300 K: $k=150$ W/(m K) and $c=1.65$ MJ/(m$^3$ K). Then $\alpha=0.909$ cm$^2$/s and
\begin{align}
\tau&=\frac{(10^{-5}\,\mathrm m)^2}{9.09\times10^{-5}\,\mathrm{m^2/s}}
=1.10\,\mu\mathrm s,\\
R&=\frac1{2\pi(150)(10^{-5})}\ \mathrm{K/W}=106\ \mathrm{K/W},\\
PR&=0.050\times106.1\ \mathrm K=5.305\ \mathrm K.
\end{align}
Extra digits below serve only to compare results within the model. The missing rise is 945 mK at $10\,\mu$s, 312 mK at $100\,\mu$s and 99.2 mK at 1 ms. The leading law gives 993, 314 and 99.3 mK. At 1 ms, $1.9\%$ of the steady rise is still missing.

Two late readings can remove most of this deficit. If $\theta=\theta_\infty-Bt^{-1/2}$, multiply by $\sqrt t$ and subtract the two equations to eliminate $B$:
\begin{equation}
\theta_\infty=\frac{\sqrt{t_2}\,\theta_2-\sqrt{t_1}\,\theta_1}
{\sqrt{t_2}-\sqrt{t_1}}.
\end{equation}
The model rises are 4.9929 K at $100\,\mu$s and 5.1484 K at $400\,\mu$s. As $\sqrt{t_2}=2\sqrt{t_1}$, the estimate is $2(5.1484)-4.9929=5.3039$ K. It is 1.3 mK below the steady value of 5.3052 K, whereas the later reading is 157 mK below it.

Now fit a Foster network, by the method above, to the curve from $\tau$ to $30\,\mu$s, with its total resistance fixed at $R$. Seven stages suffice for a worst relative tail error of $0.04\%$ in that record; the slowest time constant, $300\,\mu$s, is the longest that the trial rates allow. Longer ones can fit the record equally well and overestimate the later missing rise, so the following prediction belongs to this choice of rates and is not fixed by the record. At 1 ms the network predicts a missing rise of 14.9 mK instead of 99.2 mK. Its tail is $85\%$ too small, but its temperature is only 84 mK too high, or $1.6\%$ of the steady rise. Which of these errors matters depends on whether the network must supply the temperature or the approach to steady state.

\section{Where the half-space model ends}

Suppose the die is $L=500\,\mu$m thick and its bottom is held at the initial temperature. Reflections in the insulated top and cold bottom place image sources at depths $2nL$, with signs $(-1)^n$. Adding the images at $\pm2nL$, each with the point-source response, gives the shift relative to $PR$,
\begin{equation}
\frac{\delta\theta}{PR}=\frac aL\sum_{n=1}^{\infty}
\frac{(-1)^n}{n}\operatorname{erfc}\frac{nL}{\sqrt{\alpha t}},
\qquad a\ll L,\quad t\gg\tau.
\end{equation}
At late time the sum tends to $-\ln2$, so the steady rise falls by $1.4\%$, or 74 mK. At 1 ms the shift is $-2.0$ mK, about $2\%$ of the half-space missing rise, which is measured from $PR$. It reaches $10\%$ of that missing rise at 1.7 ms. Until then the temperature stays close to the half-space curve, but the steady value it is heading for is 74 mK lower. The two-reading estimate above therefore recovers $PR$, not the steady value of this plate, which it exceeds by about 72 mK.

In a laterally unlimited plate, the vertical modes have wave numbers $\beta_m=(m+\tfrac12)\pi/L$, $m=0,1,\ldots$. Lateral spreading contributes $1/(4\pi\alpha t)$, so the source temperature rises at the rate $(P/c)(4\pi\alpha t)^{-1}(2/L)\sum_m e^{-\alpha\beta_m^2t}$. Integrating from $t$ to infinity gives the missing rise
\begin{equation}
\Delta\theta_{\rm plate}=\frac{P}{2\pi kL}\sum_{m=0}^{\infty}
\int_{\alpha\beta_m^2t}^{\infty}\frac{e^{-y}}{y}\,dy.
\end{equation}
This is measured from the plate's own steady value. At 1 ms it is $99.2+2.0-73.5=27.7$ mK, much less than the 99.2 mK missing from $PR$ in the half-space. The slowest mode has time constant $4L^2/(\pi^2\alpha)=1.1$ ms. Well beyond this scale $\Delta\theta_{\rm plate}$ decays exponentially with a $1/t$ factor. In a bounded die with a heat sink the rates are discrete and the smallest is positive. Its final decay is a single exponential, which a finite network can represent.

The empty hemisphere is also an idealization. Fill it with silicon at one uniform temperature, of heat capacity $2\pi a^3c/3$. Its product with $R$ is $\tau/3$, so the surface response becomes $PR/[\sigma(1+\sqrt\sigma+\sigma/3)]$. Expanding the missing part at small $\sigma$ gives $\sigma^{-1/2}-\tfrac23+\tfrac13\sigma^{1/2}+\cdots$. The constant has no late-time contribution, and $\sigma^{1/2}$ inverts to $-x^{-3/2}/(2\sqrt\pi)$. The tail is therefore $(\pi x)^{-1/2}[1-1/(6x)]$ to this order, instead of $(\pi x)^{-1/2}[1-1/(2x)]$. The relative change, $1/(3x)$, is $0.04\%$ at 1 ms.

Temperature-dependent conductivity matters more. Assume the rough law $k=k_0(T/T_0)^{-1.3}$ with $T_0=300$ K, and define $U=\int_{T_0}^{T}(k/k_0)dT'$. The steady equation is linear in $U$, so $U=PR$ at the source and
\begin{equation}
T=T_0\left(1-\frac{0.3\,PR}{T_0}\right)^{-1/0.3}.
\end{equation}
The steady rise becomes 5.37 K, about $1.2\%$ higher. At late time the distant rise is small and diffuses with the unheated properties, while the region near the source is nearly steady. This argument leaves the leading tail of $U$ unchanged and multiplies the temperature tail by $k_0/k(T_{\rm surface})=1.023$. It is not a proof. A radial finite-volume integration with the much stronger heating $U=0.2T_0$ gave a factor of $1.3083$ at $1000\tau$, against the predicted $1.3075$. This closeness is partly a cancellation of finite-time terms. The tail of $U$ lies above the constant-conductivity tail by $1.0\%$ at $100\tau$, $0.35\%$ at $1000\tau$ and $0.11\%$ at $10^4\tau$, falling roughly as $t^{-1/2}$. At $1000\tau$ the curvature of $T(U)$ and the $1/(2x)$ term offset about $0.3\%$ of this excess.

The source flux of 8 kW/cm$^2$ describes a local hot spot, not an average over a die. The operating temperature also changes the steady resistance appreciably. Raising the initial temperature from 300 to 360 K, with the same power and geometry, multiplies $R$ by $1.27$. With $c$ held fixed, the tail scales as $k^{-3/2}$ and grows by $1.43$. Real die attachments are not perfectly isothermal, so the later shift can differ in size and sign. Fourier conduction is assumed throughout. A single effective phonon mean free path of $0.3\,\mu$m is $3\%$ of the source radius, but phonons in silicon have a broad range of paths, and some that carry heat travel distances comparable to this radius. The departure from Fourier conduction near the source can therefore raise the steady resistance by considerably more than $3\%$. With constant properties, the temperature in this example follows $PR$ minus the inverse-square-root term roughly between $10\,\mu$s, where the leading law is $5\%$ too large, and 1.7 ms, where the cold bottom changes the rise missing from $PR$ by $10\%$. The rise missing from the plate's own steady value, which lies 74 mK below $PR$, does not follow this law closely at any time: it is $12\%$ below the leading term at $10\,\mu$s, $24\%$ below at $100\,\mu$s and $72\%$ below at 1 ms. With the temperature-dependent conductivity assumed above, the steady rise of the half-space is about 62 mK higher than $PR$, and at 1 ms its temperature is only 40 mK below $PR$, not 99 mK. The inverse-square-root term must then be measured from the raised steady value.
